# Image energy of a fixed point dipole near a perfect metal: test program

```python
"""Image energy of a fixed point dipole before a perfect metal.

Result under test, in Hartree atomic units:
    U = -p^2 (1 + cos(theta)^2) / (16 d^3)
p: dipole moment, d: height above the metal surface (metal at z < 0),
theta: angle between the dipole and the surface normal.
The independent road finds the surface charge from zero field inside
the metal, without images, and integrates over the surface.
The example uses nm and eV; e^2/(4 pi eps0) is then in eV nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import j0


def image_energy(p, d, theta):
    return -p**2 * (1 + np.cos(theta)**2) / (16 * d**3)


# Surface grid: radius = t/(1-t) covers the whole plane.
nodes, weights = np.polynomial.legendre.leggauss(240)
t = (nodes + 1) / 2
radius = t / (1 - t)
radial_weight = weights / 2 * radius / (1 - t)**2
n_angle = 240
angle = 2 * np.pi * np.arange(n_angle) / n_angle
X = radius[:, None] * np.cos(angle)
Y = radius[:, None] * np.sin(angle)
AREA = radial_weight[:, None] * np.ones(n_angle) * 2 * np.pi / n_angle


def surface_data(d, theta):
    """Unit dipole: its potential and normal field, and the charge."""
    s, c = np.sin(theta), np.cos(theta)
    r = np.sqrt(X**2 + Y**2 + d**2)
    p_dot_r = s * X - c * d
    potential = p_dot_r / r**3
    field_z = -3 * d * p_dot_r / r**5 - c / r**3
    # The sheet's field just inside, -2 pi sigma, cancels field_z.
    return potential, field_z, field_z / (2 * np.pi)


def surface_energy(d, theta):
    potential, _, sigma = surface_data(d, theta)
    return 0.5 * np.sum(AREA * sigma * potential)


def surface_force(d, theta):
    """Force on the dipole: minus the dipole's force on the sheet."""
    _, field_z, sigma = surface_data(d, theta)
    return -np.sum(AREA * sigma * field_z)


def dipole_potential(p, source, point):
    r = np.array(point) - np.array(source)
    return np.dot(p, r) / np.linalg.norm(r)**3


work_nodes, work_weights = np.polynomial.legendre.leggauss(8)
largest_error = 0.0
for theta in (0.0, 0.6, np.pi / 2):
    s, c = np.sin(theta), np.cos(theta)
    for d in (0.7, 1.0, 1.4, 2.0):
        expected = image_energy(1, d, theta)
        error = abs(surface_energy(d, theta) / expected - 1)
        largest_error = max(largest_error, error)
        assert error < 1e-7
        force_formula = -3 * (1 + c**2) / (16 * d**4)
        assert abs(surface_force(d, theta) / force_formula - 1) < 1e-7
    d = 1.2
    _, _, sigma = surface_data(d, theta)
    assert abs(np.sum(AREA * sigma)) < 1e-7
    # Shielding inside and the image potential outside.
    for z in (-0.7, 0.7):
        point = (0.8, 0.3, z)
        distance = np.sqrt((X - 0.8)**2 + (Y - 0.3)**2 + z**2)
        sheet = np.sum(AREA * sigma / distance)
        if z < 0:
            direct = dipole_potential((s, 0, c), (0, 0, d), point)
            assert abs(sheet + direct) < 1e-6
        else:
            image = dipole_potential((-s, 0, c), (0, 0, -d), point)
            assert abs(sheet - image) < 1e-6
    # Image field and torque at the dipole.
    r = np.sqrt(X**2 + Y**2 + d**2)
    field_x = np.sum(AREA * sigma * (-X) / r**3)
    field_z = np.sum(AREA * sigma * d / r**3)
    assert abs(field_x - s / (8 * d**3)) < 1e-7
    assert abs(field_z - 2 * c / (8 * d**3)) < 1e-7
    torque = c * field_x - s * field_z
    assert abs(torque + np.sin(2 * theta) / (16 * d**3)) < 1e-7
    # Work from infinity, with z = d/u and 0 < u < 1.
    work = 0.0
    for node, weight in zip(work_nodes, work_weights):
        u = (node + 1) / 2
        work += weight / 2 * surface_force(d / u, theta) * d / u**2
    assert abs(work / image_energy(1, d, theta) - 1) < 1e-5

# Two opposite charges and their images, in the limit of zero length.
ell, ds, ths = sp.symbols("ell d theta", positive=True)
bracket = (1 / (2 * ds + ell * sp.cos(ths))
           + 1 / (2 * ds - ell * sp.cos(ths))
           - 2 / sp.sqrt(4 * ds**2 + ell**2 * sp.sin(ths)**2))
limit = -sp.diff(bracket, ell, 2).subs(ell, 0) / 4
target = -(1 + sp.cos(ths)**2) / (16 * ds**3)
assert sp.simplify(limit - target) == 0


def two_charge_energy(p, d, length, theta):
    """Explicit sum over two charges and their two image charges."""
    q = p / length
    half = length / 2 * np.array([np.sin(theta), np.cos(theta)])
    ends = [(q, np.array([0, d]) + half), (-q, np.array([0, d]) - half)]
    total = 0.0
    for qi, ri in ends:
        for qj, rj in ends:
            mirror = rj * np.array([1, -1])
            total -= 0.5 * qi * qj / np.linalg.norm(ri - mirror)
    return total


# Worked example: rough typical inputs, lengths in nm, energies in eV.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
p, d, temperature = 0.1, 1.0, 300.0
length, polarizability, oscillator = 0.3, 0.015, 10.0
plane_shift, stray_field = 0.1, 1.0
density, molar_mass, valence = 7.3, 114.8, 3
debye = 1e-21 / const.c
thermal = const.k * temperature / const.e
U_normal = coulomb * image_energy(p, d, 0)
U_parallel = coulomb * image_energy(p, d, np.pi / 2)
U_tilted = coulomb * image_energy(p, d, np.pi / 4)

# The same energies through atomic units.
bohr = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
U_au = surface_energy(d / bohr, 0) * (p / bohr)**2
assert abs(U_au * hartree / U_normal - 1) < 1e-5

# Finite length.
finite = two_charge_energy(p, d, length, 0) / image_energy(p, d, 0)
finite_par = (two_charge_energy(p, d, length, np.pi / 2)
              / image_energy(p, d, np.pi / 2))
assert abs(finite - 1 / (1 - length**2 / (4 * d**2))) < 1e-10

# Thomas-Fermi screening length from the free-electron density.
n_electron = valence * density * 1e6 / molar_mass * const.N_A
fermi = (const.hbar**2 * (3 * np.pi**2 * n_electron)**(2 / 3)
         / (2 * const.m_e))
screening = 1e9 * np.sqrt(2 * const.epsilon_0 * fermi
                          / (3 * n_electron * const.e**2))


def reflection(k):
    kappa = np.sqrt(k**2 + 1 / screening**2)
    return (k - kappa) / (k + kappa)


# Integrate the screened equation from deep inside to the surface.
for k in (0.5, 1.5, 6.0):
    solution = solve_ivp(
        lambda z, y: [y[1], (k**2 + 1 / screening**2) * y[0]],
        (-15 * screening, 0), [1.0, 0.0], rtol=1e-10, atol=1e-10)
    value, slope = solution.y[:, -1]
    ratio = (value - slope / k) / (value + slope / k)
    assert abs(ratio - reflection(k)) < 1e-6


def screened_potential(x, z):
    return quad(lambda k: reflection(k) * j0(k * x) * np.exp(-k * z),
                0, 40, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


h = 0.02
centre = screened_potential(0, 2 * d)
curve_z = (screened_potential(0, 2 * d + h) - 2 * centre
           + screened_potential(0, 2 * d - h)) / h**2
curve_x = 2 * (screened_potential(h, 2 * d) - centre) / h**2
screened_normal = 0.5 * quad(
    lambda k: reflection(k) * k**2 * np.exp(-2 * k * d), 0, 40)[0]
# Tolerances cover the step error of the finite differences.
assert abs(0.5 * curve_z / screened_normal - 1) < 1e-3
screened_ratio = curve_z / (-curve_x)
assert abs(screened_ratio - 2) < 2e-3
screened_factor = screened_normal / image_energy(1, d, 0)

# Polarizable dipole: minimize the energy over its moment.
response = minimize_scalar(
    lambda m: (m - p)**2 / (2 * polarizability) - m**2 / (8 * d**3),
    bracket=(0.9 * p, 1.1 * p))
polar_factor = response.fun / image_energy(p, d, 0)
assert abs(polar_factor
           - 1 / (1 - polarizability / (4 * d**3))) < 1e-6

# Dispersion: quantum oscillator dipole in its own image potential.
size = 40
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
moment = np.sqrt(polarizability * oscillator / 2) * (lower + lower.T)
free = np.diag(oscillator * (np.arange(size) + 0.5))
dispersion = 0.0
for strength in (1 / 8, 1 / 16, 1 / 16):
    matrix = free - strength / d**3 * moment @ moment
    dispersion += np.linalg.eigvalsh(matrix)[0] - oscillator / 2
dispersion_formula = -polarizability * oscillator / (8 * d**3)
# The formula is first order in polarizability / d^3.
assert abs(dispersion / dispersion_formula - 1) < 5e-3

# Average over all directions, from the surface-charge energies.
average = sum(w / 2 * surface_energy(d, np.arccos(x))
              for x, w in zip(work_nodes, work_weights))
assert abs(average / (-1 / (12 * d**3)) - 1) < 1e-7
U_average = coulomb * p**2 * average

field_normal = coulomb * 2 * p / (8 * d**3) * 10
field_parallel = coulomb * p / (8 * d**3) * 10
force_pN = 3 * U_normal / d * const.e * 1e21
force_par_pN = 3 * U_parallel / d * const.e * 1e21
outward = (d / (d - plane_shift))**3
inward = (d / (d + plane_shift))**3

print("INPUTS (rough typical values)")
print(f"dipole moment: {p:.2f} e nm")
print(f"dipole moment, converted: {p*1e-9*const.e/debye:.2f} D")
print(f"height above metal: {d:.2f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"length of finite dipole: {length:.2f} nm")
print(f"polarizability volume: {polarizability:.3f} nm^3")
print(f"oscillator energy: {oscillator:.1f} eV")
print(f"indium mass density: {density:.1f} g/cm^3")
print(f"indium molar mass: {molar_mass:.1f} g/mol")
print(f"indium valence electrons per atom: {valence}")
print("PERFECT METAL")
print(f"e^2/(4 pi eps0): {coulomb:.5f} eV nm")
print(f"distance dipole to image: {2*d:.2f} nm")
print(f"image field, normal: {field_normal:.4f} MV/cm")
print(f"image field, parallel: {field_parallel:.4f} MV/cm")
print(f"p times image field, normal: {-2000*U_normal:.4f} meV")
print(f"energy, normal: {1000*U_normal:.4f} meV")
print(f"energy, 45 degrees: {1000*U_tilted:.4f} meV")
print(f"energy, parallel: {1000*U_parallel:.4f} meV")
print(f"energy, normal: {1e6*U_normal/hartree:.2f} microhartree")
print(f"energy, parallel: {1e6*U_parallel/hartree:.2f} microhartree")
print(f"normal/parallel energy ratio: {U_normal/U_parallel:.4f}")
print(f"force, normal: {force_pN:.4f} pN")
print(f"force, parallel: {force_par_pN:.4f} pN")
for height in (0.5, 1.0, 2.0):
    a = 1000 * coulomb * p**2 * surface_energy(height, 0)
    b = 1000 * coulomb * p**2 * surface_energy(height, np.pi / 2)
    print(f"d={height:.1f} nm: normal {a:.4f}, parallel {b:.4f} meV")
print(f"largest relative quadrature error: {largest_error:.1e}")
print("NEGLECTED EFFECTS")
print(f"finite length, normal energy factor: {finite:.4f}")
print(f"finite length, parallel energy factor: {finite_par:.4f}")
print(f"indium electron density: {n_electron*1e-6:.3e} cm^-3")
print(f"indium free-electron Fermi energy: {fermi/const.e:.2f} eV")
print(f"Thomas-Fermi screening length: {screening:.4f} nm")
print(f"screening energy factor: {screened_factor:.4f}")
print(f"normal/parallel ratio when screened: {screened_ratio:.3f}")
print(f"assumed image-plane shift: {plane_shift:.2f} nm")
print(f"energy factor, plane shifted outward: {outward:.3f}")
print(f"energy factor, plane shifted inward: {inward:.3f}")
print(f"polarizability, normal energy factor: {polar_factor:.5f}")
print(f"thermal energy kT: {1000*thermal:.2f} meV")
print(f"energy averaged over directions: {1000*U_average:.4f} meV")
print(f"stray field: {stray_field:.1f} MV/cm")
print(f"p times stray field: {1000*p*stray_field/10:.2f} meV")
print(f"dispersion, upper estimate: {1000*dispersion:.2f} meV")
print(f"dispersion/normal image energy: {dispersion/U_normal:.2f}")
print("no test failed")
```

Running it gives:

```
INPUTS (rough typical values)
dipole moment: 0.10 e nm
dipole moment, converted: 4.80 D
height above metal: 1.00 nm
temperature: 300 K
length of finite dipole: 0.30 nm
polarizability volume: 0.015 nm^3
oscillator energy: 10.0 eV
indium mass density: 7.3 g/cm^3
indium molar mass: 114.8 g/mol
indium valence electrons per atom: 3
PERFECT METAL
e^2/(4 pi eps0): 1.43996 eV nm
distance dipole to image: 2.00 nm
image field, normal: 0.3600 MV/cm
image field, parallel: 0.1800 MV/cm
p times image field, normal: 3.5999 meV
energy, normal: -1.8000 meV
energy, 45 degrees: -1.3500 meV
energy, parallel: -0.9000 meV
energy, normal: -66.15 microhartree
energy, parallel: -33.07 microhartree
normal/parallel energy ratio: 2.0000
force, normal: -0.8652 pN
force, parallel: -0.4326 pN
d=0.5 nm: normal -14.3996, parallel -7.1998 meV
d=1.0 nm: normal -1.8000, parallel -0.9000 meV
d=2.0 nm: normal -0.2250, parallel -0.1125 meV
largest relative quadrature error: 1.6e-15
NEGLECTED EFFECTS
finite length, normal energy factor: 1.0230
finite length, parallel energy factor: 0.9834
indium electron density: 1.149e+23 cm^-3
indium free-electron Fermi energy: 8.62 eV
Thomas-Fermi screening length: 0.0526 nm
screening energy factor: 0.8578
normal/parallel ratio when screened: 2.000
assumed image-plane shift: 0.10 nm
energy factor, plane shifted outward: 1.372
energy factor, plane shifted inward: 0.751
polarizability, normal energy factor: 1.00376
thermal energy kT: 25.85 meV
energy averaged over directions: -1.2000 meV
stray field: 1.0 MV/cm
p times stray field: 10.00 meV
dispersion, upper estimate: -18.76 meV
dispersion/normal image energy: 10.42
no test failed
```
